# Why a bulk-converged confined basis can miss the work function

## Question

I use numerical atomic orbitals that are strictly zero beyond a cutoff radius $r_c$. For the bulk metal my basis is converged: the occupied bands agree with a reference to better than 1 meV. I now want the work function $W$ from a slab calculation with the same orbitals.

A colleague objects that the wave functions outside a metal decay as $e^{-\sqrt{2W}\,z}$, which orbitals of finite range cannot reproduce. My view is that the density out there is tiny, and that if $W$ were a little off I could add more functions per atom. Is the bulk basis good enough? If not, what should be added?

## Answer

Bulk convergence does not establish convergence of $W$, and more functions of the same radius do not cure the problem. Your colleague's argument needs a correction too: the basis need not follow the tail to infinity. It has to reach far enough that what is cut off no longer matters.

In the bulk, every point is covered by orbitals from planes on both sides. Outside a surface, the orbitals come from one side and end at some distance $b$, which I call the reach. No bulk calculation tests that region.

I use Hartree atomic units in the derivations and a mean-field description throughout.

### What decays, and how fast

Far outside, the effective potential is constant, and I set it to zero. A state at the Fermi level has energy $-W$. If its momentum parallel to the surface is $k$, then $\psi\propto e^{i\mathbf k\cdot\mathbf r}e^{-\kappa z}$ gives

$$\tfrac12k^2-\tfrac12\kappa^2=-W,\qquad \kappa=\sqrt{2W+k^2}.$$

The quoted law is therefore the slowest case, $k=0$ at the Fermi level. It describes the amplitude; the density of that state decays with exponent $2\kappa$.

### Why missing density changes $W$

Take a symmetric slab with its centre at $z=0$, electron density $n$ and positive background $n_+$. The electrostatic potential energy of an electron, $V_H$, obeys

$$V_H''=-4\pi\rho,\qquad \rho=n-n_+ .$$

By symmetry $V_H'(0)=0$, and each half of the slab is neutral, so

$$V_H'(z)=-4\pi\int_0^z\rho\,dz'=4\pi\int_z^\infty\rho\,dz'.$$

Integrate once more and exchange the order of integration. A given $z'$ is counted for all $z$ between 0 and $z'$, which supplies a factor $z'$:

$$V_H(\infty)-V_H(0)=4\pi\int_0^\infty z\,\rho(z)\,dz .$$

Moving electrons inward lowers this step. To see what that does to $W$, let $\bar V_H$ be the mean of $V_H$ in the slab interior and write

$$W=\big[V_H(\infty)-\bar V_H\big]-\big[E_F-\bar V_H\big].$$

In a thick slab the second bracket is a bulk property, which your basis gets right. The first contains the surface dipole, which your basis may get badly wrong.

### A model in which the two can be separated

Consider a jellium slab with $r_s=4$ bohr. It has 12 planes, 4 bohr apart, and a uniform background 48 bohr thick. I use the local density approximation with Wigner correlation, $\varepsilon_c=-0.44/(r_s+7.8)$.

Motion parallel to the slab is free and needs no basis. Each solution $\psi_i(z)$ with energy $\varepsilon_i$ starts a subband $\varepsilon_i+k^2/2$, filled up to $k_i^2=2(E_F-\varepsilon_i)$. With two spins, the number of electrons per area in it is

$$2\,\frac{\pi k_i^2}{(2\pi)^2}=\frac{E_F-\varepsilon_i}{\pi},
\qquad n(z)=\sum_{\varepsilon_i<E_F}\frac{E_F-\varepsilon_i}{\pi}\,|\psi_i(z)|^2 .$$

Neutrality fixes $E_F$. The reference is a self-consistent finite-difference solution with grid step $h=0.1$ bohr and 36 bohr of vacuum on each side. It gives $W=3.063$ eV; doubling the grid step changes this by less than 1 meV.

Here $\sqrt{2W}=\sqrt{2\times3.063/27.211}=0.474$ bohr$^{-1}$. The slab has discrete subbands, and the highest occupied one starts 3.166 eV below vacuum, so its exponent should be 0.482 bohr$^{-1}$. A fit to the computed wave function between 22 and 26 bohr outside the background edge also gives 0.482.

The confined basis has five functions of $z$ per plane: a window $\cos^2(\pi u/2r_c)$, where $u$ is the distance from the plane, times Legendre polynomials in $u/r_c$. All vanish for $|u|\ge r_c$. For bulk jellium the lowest band should be $k^2/2$. With $r_c=4$ bohr the largest error up to $k_F=0.480$ bohr$^{-1}$ is 0.58 meV.

Even that is mostly the grid. Finite differences replace $k^2/2$ by $(1-\cos kh)/h^2\approx k^2/2-k^4h^2/24$, and at $k_F$ the last term is 0.60 meV. By the bulk criterion this basis is excellent.

### What happens at the surface

The outermost plane lies 2 bohr inside the background edge. Measured from that edge, the reach is therefore $b=r_c-2$ bohr for the plain basis. "Bias" below means $W$ minus the grid reference.

| Basis | $b$ (bohr) | $W$ (eV) | Bias (eV) |
|---|---:|---:|---:|
| $r_c=4$ bohr | 2 | 1.159 | −1.904 |
| same, 8 functions per plane | 2 | 1.239 | −1.824 |
| $r_c=6$ bohr | 4 | 2.526 | −0.537 |
| $r_c=8$ bohr | 6 | 2.934 | −0.129 |
| $r_c=4$, one floating plane per side | 6 | 2.934 | −0.129 |
| $r_c=4$, two floating planes per side | 10 | 3.058 | −0.005 |
| $r_c=4$, diffuse set on outer planes | 10 | 3.058 | −0.005 |

A floating plane carries the ordinary orbitals but no positive charge, and continues the 4-bohr spacing into the vacuum. The diffuse set consists of five functions with a radius of 12 bohr on each outermost plane.

The 4-bohr orbitals are deliberately short, so the first bias is large. The pattern is the useful part: in this table, bases with equal reach give nearly equal $W$, whether the reach comes from longer orbitals, diffuse ones or floating ones. This presumes that the functions supplying the reach are flexible enough to shape the tail, as the sets of five used here are. If only the first function of the diffuse set, the bare $\cos^2$ window of radius 12 bohr, is kept on each outermost plane, the reach is still 10 bohr but the shape is fixed, and $W$ comes out more than 0.1 eV too high. Another fixed shape would give a different error, possibly of the other sign.

The split of $W$ locates the error. I average $V_H$ over the region within $\pi/k_F$ of the slab centre:

- The electrostatic step is 0.912 eV in the reference and −0.987 eV with $r_c=4$ bohr, a change of −1.899 eV.
- $E_F-\bar V_H$ is −2.151 eV in the reference and −2.146 eV with $r_c=4$ bohr, a change of +0.005 eV.

The bias is $-1.899-0.005=-1.904$ eV. Nearly all of it is surface dipole, whose sign has even reversed. The second quantity also agrees with the uniform-gas value $k_F^2/2+v_{xc}=-2.153$ eV, where $v_{xc}$ is the exchange-correlation potential at the background density. The bulk part really is converged.

### Why more functions per plane do not help

Every combination of orbitals with reach $b$ vanishes beyond $b$. Enrichment therefore converges to the solution with a hard wall there, not to the free one. A grid calculation with hard walls at $b=2$ bohr has a bias of −1.706 eV. On the grid, $\psi$ is set to zero at the first point beyond $b$, so this wall, like every wall quoted below, actually stands half a grid step, $h/2=0.05$ bohr, farther out than its nominal $b$. Going from five to eight functions moves the bias from −1.904 to −1.824 eV, towards the wall result and still far from zero.

The smooth orbitals still do somewhat worse than the wall. Two things can contribute. The grid wall stands half a step beyond the ends of the orbitals, which is worth about 0.05 eV: a wall exactly at $b=2$ bohr gives about −1.76 eV. And the orbitals vanish quadratically at their ends, whereas a wave function meeting a hard wall goes to zero with a finite slope.

### "But the density out there is tiny"

It is, and this is where intuition misleads. Suppose the wall merely pushed the missing tail back to $b$. With $x$ the distance outside the background edge, the step would fall by $4\pi\int_b^\infty(x-b)\,n\,dx$. Evaluated with the reference density, this is 0.002 eV for $b=6$ bohr. The self-consistent hard-wall bias is −0.110 eV, about fifty times larger in size.

The reason is that a wall also depletes the density in front of it. Take one state in a constant barrier that starts at $x=0$. Without the wall it is $\psi_0=Ae^{-\kappa x}$. With the wall, a growing exponential must be added to make it vanish at $b$:

$$\psi=A\left(e^{-\kappa x}-e^{-2\kappa b}e^{\kappa x}\right).$$

Here the small change of $A$ is neglected. Squaring and subtracting $\psi_0^2$ gives, for $0<x<b$,

$$\psi^2-\psi_0^2=A^2\left(-2e^{-2\kappa b}+e^{-4\kappa b}e^{2\kappa x}\right).$$

The first term is a uniform depletion of the whole barrier region. Its first moment is

$$-2A^2e^{-2\kappa b}\int_0^b x\,dx=-A^2b^2e^{-2\kappa b}.$$

The push-back estimate for the same state is

$$A^2\int_b^\infty(x-b)e^{-2\kappa x}dx=\frac{A^2e^{-2\kappa b}}{4\kappa^2}.$$

The second term of $\psi^2-\psi_0^2$ is concentrated near the wall. For $\kappa b\gg1$ it holds the charge $A^2e^{-2\kappa b}/2\kappa$, equal to that of the tail cut off beyond $b$, with its centre at $b-1/2\kappa$ instead of $b+1/2\kappa$. Together these two pieces lower the moment by $A^2e^{-2\kappa b}/2\kappa^2$, only twice the push-back estimate. Compared with the push-back estimate, the uniform depletion is larger by a factor $4\kappa^2b^2$, which dominates when $\kappa b\gg1$. For $\kappa=0.474$ bohr$^{-1}$ and $b=6$ bohr the factor is 32. That accounts for the order of magnitude, not the full factor of fifty. Taking the moment about $x=0$ assumes that the displaced charge stays near the edge, which needs screening: in the unrelaxed potential it spreads through the slab and the step falls several times more. Screening also refills the region next to the edge, so the self-consistent depletion is not uniform, and the real barrier is not constant.

### Why sufficient reach works

The same wave function shows how quickly a distant wall becomes harmless. Keep the potential fixed and let $\varepsilon_0$ and $\varepsilon$ be the energies without and with walls on both sides. Multiply each Schrödinger equation by the other solution, subtract, and integrate from the slab centre to the wall:

$$(\varepsilon-\varepsilon_0)\int\psi\psi_0\,dz=-\tfrac12\big[\psi_0\psi'-\psi\psi_0'\big]_{\text{centre}}^{\text{wall}} .$$

The bracket vanishes at the centre because both states have the same parity. At the wall $\psi=0$, and differentiating the expression above gives $\psi'=-2\kappa Ae^{-\kappa b}=-2\kappa\psi_0$. The right side is then $\kappa\psi_0^2$ at the wall. The half-slab integral is close to $\tfrac12$ for normalized states and a distant wall, so

$$\varepsilon-\varepsilon_0\approx2\kappa\,\psi_0^2(\text{wall})\propto e^{-2\kappa b}.$$

For the highest occupied subband and $b=10$ bohr, the formula gives 0.446 meV, with $\kappa$ taken from the local potential at the wall. Solving again with the walls in place gives 0.444 meV.

This level shift is not itself the error of $W$, which is mainly a dipole error. In the estimate of the previous section that error carries the same factor $e^{-2\kappa b}$, times a prefactor $b^2$. The exponential fall survives self-consistency, but the prefactor should not be taken literally. The hard-wall biases are −1.71, −0.47 and −0.11 eV for $b=2$, 4 and 6 bohr; divided by $e^{-2\kappa b}$ they grow only about threefold over this range, whereas $b^2$ grows ninefold. So strict confinement is not a fatal defect. The two bases with $b=10$ bohr still have zero density farther out, yet their $W$ is within about 5 meV of the reference.

### What to do with your slab

Keep the bulk basis and converge $W$ separately with respect to reach. Add a floating layer or diffuse functions on the outer atoms, then extend them again until $W$ stops changing, and check that adding more functions at that reach no longer moves it. Adding functions at fixed radius can look converged while $W$ remains wrong: above, three extra functions per plane changed it by only 0.08 eV, with 1.8 eV still missing.

Do not transfer my values of $b$ to your metal. The model has no ions and no lateral structure, and its local functional lacks the image potential. The required reach depends on the decay length, the orbital shapes and the accuracy you need. A small $W$ means a slow decay, so the error falls more slowly as the reach is extended. If you need the far tail itself, for instance for a tunnelling current, a converged $W$ is not enough: the basis must extend to wherever you evaluate the wave function.
